# First-order confinement-energy error from a misplaced hard wall: a numerical check

```python
"""
Result under test: a three-point Schrodinger mesh of spacing h whose zero is
placed at x = -theta*h, while the true hard wall is at x = 0, has the error
    E_h - E = -theta*h*|psi'(0)|^2/(2m) + O(h^2)      (hbar = 1).
The slope equals the mean force <dV/dx> in a frozen potential. With Poisson
feedback at fixed charge it becomes the surface force F_s for every subband.
A ghost value extrapolated through the true wall restores second order.
Symbols: theta = misplaced fraction of a cell, kin = hbar^2/(2m),
F_dep and F_inv = forces from depletion and inversion charge,
F_s = F_dep + F_inv. Device part: lengths in nm, energies in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, eval_hermite


def mesh(h, theta, length):
    count = int(round(length / h)) - 1
    return (np.arange(1, count + 1) - theta) * h


def levels(x, h, potential, kin, count=2, ghost_theta=0.0):
    diagonal = 2 * kin / h**2 + potential
    diagonal[0] += kin / h**2 * ghost_theta / (1 - ghost_theta)
    off = np.full(len(x) - 1, -kin / h**2)
    energy, vector = eigh_tridiagonal(
        diagonal, off, select='i', select_range=(0, count - 1))
    return energy, vector / np.sqrt(h)


# ---- Half-oscillator, m = omega = 1: exact levels 3/2 and 7/2 ----
def oscillator_level(h, theta, index, repair=False):
    x = mesh(h, theta, 10.0)
    ghost = theta if repair else 0.0
    return levels(x, h, x**2 / 2, 0.5, 2, ghost)[0][index]


print("HALF-OSCILLATOR (dimensionless)")
for index, n in enumerate((1, 3)):
    exact = n + 0.5

    def raw(x):
        return eval_hermite(n, x) * np.exp(-x**2 / 2)

    norm = quad(lambda x: raw(x)**2, 0, 10)[0]
    mean_force = quad(lambda x: x * raw(x)**2, 0, 10)[0] / norm
    wall_slope = (raw(1e-4) / 1e-4)**2 / (2 * norm)
    h2_coefficient = -quad(
        lambda x: (x**2 / 2 - exact)**2 * raw(x)**2, 0, 10)[0] / (6 * norm)

    def moved_wall_energy(a):
        root = mp.findroot(lambda v: mp.pcfd(v, mp.sqrt(2) * a), n)
        return float(root) + 0.5

    derivative = (moved_wall_energy(0.01) - moved_wall_energy(-0.01)) / 0.02
    assert abs(derivative / wall_slope - 1) < 2e-3
    assert abs(mean_force / wall_slope - 1) < 1e-5

    steps = (0.02, 0.01)
    aligned = [oscillator_level(h, 0, index) - exact for h in steps]
    assert abs(aligned[1] / steps[1]**2 / h2_coefficient - 1) < 0.01
    for theta in (0.5, 0.3, -0.5):
        error = [oscillator_level(h, theta, index) - exact for h in steps]
        assert abs(np.log2(error[0] / error[1]) - 1) < 0.05
        slope = [e / (theta * h) for e, h in zip(error, steps)]
        # extrapolation removes the known next power of h
        assert abs((2 * slope[1] - slope[0]) / (-wall_slope) - 1) < 5e-3
        fixed = [(oscillator_level(h, theta, index, True) - exact) / h**2
                 for h in steps]
        assert abs((2 * fixed[1] - fixed[0]) / h2_coefficient - 1) < 0.02
    print(f"E={exact:.1f}: dE/da from roots {derivative:.4f}, "
          f"|psi'|^2/2 {wall_slope:.4f}")
    print(f"  mean force {mean_force:.4f}, "
          f"aligned h^2 coefficient {h2_coefficient:.4f}")

# ---- Silicon inversion layer, rough typical parameters ----
kin0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # eV nm^2
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9    # eV nm
mass, light_mass, oxide_mass = 0.916, 0.19, 0.5
eps_si, eps_ox, barrier, oxide_thickness = 11.7, 3.9, 3.1, 3.0
surface_field, depletion_field = 1.0, 0.2            # MV/cm
F_s, F_dep = 0.1 * surface_field, 0.1 * depletion_field  # eV/nm
F_inv = F_s - F_dep
F_mean = F_dep + F_inv / 2
sheet_density = sc.epsilon_0 * eps_si * F_inv * 1e9 / sc.e * 1e-18  # nm^-2
kin = kin0 / mass
depth = 30.0
theta = 0.5


def self_consistent(h, shift, repair=False, weights=(1.0,)):
    """Fixed charge; V(0)=0 and Poisson integrated from the true interface."""
    x = mesh(h, shift, depth)
    zero_position = 0.0 if repair else -shift * h
    potential = F_mean * x
    for _ in range(400):
        energy, psi = levels(x, h, potential, kin, 2,
                             shift if repair else 0.0)
        density = psi[:, :len(weights)]**2 @ np.array(weights)
        spline = CubicSpline(np.r_[zero_position, x], np.r_[0.0, density])
        once, twice = spline.antiderivative(1), spline.antiderivative(2)
        screening = (twice(x) - twice(0.0) - once(0.0) * x) / once(x[-1])
        updated = F_s * x - F_inv * screening
        change = updated - potential
        if np.max(np.abs(change)) < 1e-9:
            centroid = np.sum(x * density) / np.sum(density)
            return energy, centroid, x, potential, psi
        potential = potential + 0.5 * change
    raise RuntimeError("self-consistency not reached")


fine = self_consistent(0.025, 0.0)
coarser = self_consistent(0.05, 0.0)
reference = (4 * fine[0] - coarser[0]) / 3
mesh_steps = (0.4, 0.2, 0.1, 0.05)
runs = {h: (self_consistent(h, 0.0), self_consistent(h, theta),
            self_consistent(h, theta, True)) for h in mesh_steps}
errors = {h: [run[0][0] - reference[0] for run in runs[h]]
          for h in mesh_steps}
orders = [np.log2(errors[0.1][i] / errors[0.05][i]) for i in range(3)]
assert abs(orders[0] - 2) < 0.1
assert abs(orders[1] - 1) < 0.1
assert abs(orders[2] - 2) < 0.2

# Poisson feedback: all subbands move with the surface force
feedback = []
for weights in ((1.0,), (0.6, 0.4)):
    good = self_consistent(0.1, 0.0, weights=weights)
    bad = self_consistent(0.1, theta, weights=weights)
    slopes = -(bad[0] - good[0]) / (theta * 0.1)
    assert np.all(np.abs(slopes / F_s - 1) < 0.01)
    feedback.append(slopes)
centroid_shift = runs[0.2][1][1] - runs[0.2][0][1]
assert abs(centroid_shift / (-theta * 0.2) - 1) < 0.02

# Frozen potential: each level moves with its own mean force
frozen = CubicSpline(np.r_[0.0, fine[2]], np.r_[0.0, fine[3]])
forces = 0.025 * (fine[4]**2).T @ frozen(fine[2], 1)
assert abs(forces[0] / F_mean - 1) < 2e-3


def frozen_levels(h, shift):
    x = mesh(h, shift, depth)
    return levels(x, h, frozen(x), kin)[0]


def frozen_slope(h):
    return -(frozen_levels(h, theta) - frozen_levels(h, 0)) / (theta * h)


frozen_slopes = 2 * frozen_slope(0.05) - frozen_slope(0.1)
assert np.all(np.abs(frozen_slopes / forces - 1) < 0.01)
frozen_change = frozen_levels(0.2, theta)[0] - frozen_levels(0.2, 0)[0]

# ---- Oxide penetration: exact Airy matching against a displaced wall ----
airy_length = (kin / F_mean)**(1 / 3)
triangle_energy = -ai_zeros(1)[0][0] * F_mean * airy_length
kin_ox = kin0 / oxide_mass


def interface_mismatch(energy):
    value, slope, _, _ = airy(-energy / (F_mean * airy_length))
    kappa = np.sqrt((barrier - energy) / kin_ox)
    return slope / (airy_length * mass) - kappa * value / oxide_mass


soft_energy = brentq(interface_mismatch, 0.5 * triangle_energy,
                     triangle_energy)
kappa0 = np.sqrt((barrier - triangle_energy) / kin_ox)
penetration = oxide_mass / (mass * kappa0)
soft_change = soft_energy - triangle_energy
assert abs(soft_change / (-F_mean * penetration) - 1) < 0.05

# ---- Sizes of other neglected effects ----
x_t = mesh(0.05, 0.0, depth)
heavy = levels(x_t, 0.05, frozen(x_t), kin, 20)[0]
light = levels(x_t, 0.05, frozen(x_t), kin0 / light_mass, 12)[0]
all_levels = np.r_[heavy, light]
# valley count times in-plane density-of-states mass
dos = np.r_[np.full(20, 2 * light_mass),
            np.full(12, 4 * np.sqrt(light_mass * mass))]
dos = dos / (2 * np.pi * kin0)


def excited_fraction(temperature):
    kT = sc.k * temperature / sc.e

    def population(fermi):
        return dos * kT * np.logaddexp(0, (fermi - all_levels) / kT)

    fermi = brentq(lambda f: population(f).sum() - sheet_density, -1, 1)
    return 1 - population(fermi)[0] / sheet_density


oxide_force = F_s * eps_si / eps_ox
action = 2 * quad(lambda x: np.sqrt(max(
    barrier - reference[0] - oxide_force * x, 0) / kin_ox),
    0, oxide_thickness)[0]
image = (coulomb / (4 * eps_si * fine[1])
         * (eps_si - eps_ox) / (eps_si + eps_ox))
exchange = -coulomb / eps_si * np.sqrt(np.pi * sheet_density)

print("SILICON (100) INVERSION LAYER, rough inputs")
print(f"normal mass {mass:.3f} m0; light normal mass {light_mass:.2f} m0")
print(f"surface field {surface_field:.1f} MV/cm; "
      f"depletion part {depletion_field:.1f} MV/cm")
print(f"relative permittivity: Si {eps_si:.1f}, oxide {eps_ox:.1f}")
print(f"sheet density {sheet_density * 1e14:.3e} cm^-2")
print(f"misplaced fraction theta {theta:.2f}; mesh depth {depth:.0f} nm")
print(f"reference E0 {reference[0]:.6f} eV; E1 {reference[1]:.6f} eV")
print(f"charge centroid {fine[1]:.4f} nm")
print("Errors of E0 in eV, self-consistent:")
print("h (nm)   aligned     misplaced   repaired")
for h in mesh_steps:
    a, b, c = errors[h]
    print(f"{h:4.2f}   {a: .3e}  {b: .3e}  {c: .3e}")
print(f"observed orders: {orders[0]:.3f}, {orders[1]:.3f}, {orders[2]:.3f}")
print(f"surface force F_s {F_s:.4f} eV/nm = {F_s / 10:.5f} eV/angstrom")
print(f"self-consistent slopes E0,E1: {feedback[0][0]:.5f}, "
      f"{feedback[0][1]:.5f} eV/nm")
print(f"same, 60/40 occupation: {feedback[1][0]:.5f}, "
      f"{feedback[1][1]:.5f} eV/nm")
print(f"F_dep + F_inv/2: {F_mean:.4f} eV/nm")
print(f"frozen slopes E0,E1: {frozen_slopes[0]:.5f}, "
      f"{frozen_slopes[1]:.5f} eV/nm")
print(f"mean forces E0,E1: {forces[0]:.5f}, {forces[1]:.5f} eV/nm")
print(f"frozen E0 change, h=0.2 nm: {frozen_change:.6f} eV")
print(f"centroid change, h=0.2 nm: {centroid_shift:.5f} nm")
print(f"as oxide thickness: {centroid_shift * eps_ox / eps_si:.5f} nm")
print(f"misplaced h for 0.001 eV error: {0.001 / (F_s * theta):.4f} nm")
print(f"aligned h for 0.001 eV (estimate): "
      f"{0.2 * np.sqrt(0.001 / abs(errors[0.2][0])):.3f} nm")
print("NEGLECTED EFFECTS, estimates")
print(f"oxide barrier {barrier:.1f} eV; oxide mass {oxide_mass:.1f} m0")
print(f"penetration as wall displacement {penetration:.4f} nm")
print(f"triangular-well E0, hard wall {triangle_energy:.5f} eV")
print(f"penetration change: Airy {soft_change:.5f} eV, "
      f"slope rule {-F_mean * penetration:.5f} eV")
print(f"oxide field {10 * oxide_force:.2f} MV/cm")
print(f"WKB factor, {oxide_thickness:.0f} nm oxide: {np.exp(-action):.1e}")
print(f"lowest light-normal-mass level {light[0]:.4f} eV")
for temperature in (77, 300):
    print(f"fraction outside lowest subband, {temperature} K: "
          f"{excited_fraction(temperature):.3f}")
print(f"image energy at centroid {image:.4f} eV")
print(f"2D exchange at band bottom {exchange:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
HALF-OSCILLATOR (dimensionless)
E=1.5: dE/da from roots 1.1284, |psi'|^2/2 1.1284
  mean force 1.1284, aligned h^2 coefficient -0.1562
E=3.5: dE/da from roots 1.6926, |psi'|^2/2 1.6926
  mean force 1.6926, aligned h^2 coefficient -0.7812
SILICON (100) INVERSION LAYER, rough inputs
normal mass 0.916 m0; light normal mass 0.19 m0
surface field 1.0 MV/cm; depletion part 0.2 MV/cm
relative permittivity: Si 11.7, oxide 3.9
sheet density 5.173e+12 cm^-2
misplaced fraction theta 0.50; mesh depth 30 nm
reference E0 0.152734 eV; E1 0.212517 eV
charge centroid 1.4816 nm
Errors of E0 in eV, self-consistent:
h (nm)   aligned     misplaced   repaired
0.40   -1.726e-03  -2.132e-02  -1.767e-03
0.20   -4.088e-04  -1.037e-02  -4.218e-04
0.10   -1.034e-04  -5.098e-03  -1.042e-04
0.05   -2.592e-05  -2.525e-03  -2.596e-05
observed orders: 1.996, 1.014, 2.005
surface force F_s 0.1000 eV/nm = 0.01000 eV/angstrom
self-consistent slopes E0,E1: 0.09989, 0.09977 eV/nm
same, 60/40 occupation: 0.09990, 0.09980 eV/nm
F_dep + F_inv/2: 0.0600 eV/nm
frozen slopes E0,E1: 0.05996, 0.03168 eV/nm
mean forces E0,E1: 0.06000, 0.03170 eV/nm
frozen E0 change, h=0.2 nm: -0.006260 eV
centroid change, h=0.2 nm: -0.10036 nm
as oxide thickness: -0.03345 nm
misplaced h for 0.001 eV error: 0.0200 nm
aligned h for 0.001 eV (estimate): 0.313 nm
NEGLECTED EFFECTS, estimates
oxide barrier 3.1 eV; oxide mass 0.5 m0
penetration as wall displacement 0.0873 nm
triangular-well E0, hard wall 0.12416 eV
penetration change: Airy -0.00520 eV, slope rule -0.00524 eV
oxide field 3.00 MV/cm
WKB factor, 3 nm oxide: 1.3e-15
lowest light-normal-mass level 0.2119 eV
fraction outside lowest subband, 77 K: 0.018
fraction outside lowest subband, 300 K: 0.452
image energy at centroid 0.0104 eV
2D exchange at band bottom -0.0496 eV
finished without a failed check
```
